Terminal Effect in Electroplating on a Circular Resistive Seed

**1. What the answer can depend on**

A disk of radius R carries a thin metal seed that is contacted around its whole rim. Metal is plated onto its face. The seed has a uniform sheet resistance R_s (in ohms per square), and the interface passes a current density proportional to the local driving voltage, with conductance g per unit area (S/cm²). The film resists the flow of current to the rim, so the center is driven less strongly than the edge.

Disk, contact and bath are unchanged by rotation about the axis, so the current density i depends on the radius r alone. The problem is linear: doubling the driving voltage at the rim doubles the current density everywhere, and the ratio i(0)/i(R) does not change. This ratio can therefore depend on R, R_s and g alone. Since R_s g has the dimension 1/length², the one dimensionless combination is

a² = R² R_s g, (1)

and the center-to-edge nonuniformity, taken relative to the edge value, must have the form

U ≡ [i(R) − i(0)]/i(R) = 1 − f(a). (2)

Radius enters squared. At fixed g, doubling the wafer radius has the same effect as raising the sheet resistance fourfold. What remains is to find f.

**2. Assumptions and signs**

Let φ(r) be the potential of the film and Φ the potential on the solution side, taken as uniform over the disk. The current density i is positive when conventional current enters the metal, which is the direction of deposition. It grows with v = Φ − φ. Near an operating point (v*, i*) the law is replaced by its tangent, i = i* + g(v − v*). With the driving voltage defined as

η = v − v* + i*/g, (3)

the tangent becomes

i = gη. (4)

The constants in (3) do not depend on r, so they drop out of every derivative below.

The conductance g may include more than the electrode reaction. If current passes straight towards the wafer through a resistive plate, then through an electrolyte gap and then through the interface, the area resistances (in Ω cm²) add:

1/g = A_plate + A_gap + A_ct. (5)

Here Φ is the potential above the plate, and A_ct = dη_s/di is the slope of the surface overpotential η_s at the operating current. Equation (5) requires that ions do not flow sideways in the gap, an assumption examined in Section 7.

The film is treated as a sheet, with no potential difference across its thickness. For a resistivity of 3 µΩ cm and a thickness of 50 nm, the area resistance across the film is 3×10⁻⁶ × 5×10⁻⁶ = 1.5×10⁻¹¹ Ω cm², negligible beside the values of order 100 Ω cm² used below.

**3. The differential equation**

Let K(r) be the outward current in the film per unit length of circumference. Ohm's law for a sheet is K = −(1/R_s) dφ/dr. From (3), dη/dr = −dφ/dr, so

dη/dr = R_s K. (6)

Current flows outward, φ falls outward, and the driving voltage rises outward.

A circle of radius r carries the total film current 2πrK. Between r and r + dr this grows by the current collected on the ring, 2πr i dr. Hence

(1/r) d(rK)/dr = i. (7)

Inserting K from (6) and i from (4) gives

(1/r) d(r dη/dr)/dr = R_s g η = η/λ², λ = 1/√(R_s g). (8)

The length λ is the distance over which the film resistance and the interfacial resistance compete, and a = R/λ. With x = r/λ, and primes for derivatives with respect to x,

η″ + η′/x − η = 0. (9)

**4. Solution**

Try η = Σ c_k x^k, with k = 0, 1, 2, … The first two terms of (9) combine, because k(k−1) + k = k²:

Σ k² c_k x^(k−2) = Σ c_k x^k. (10)

The left side contains c₁/x and the right side has no such term, so c₁ = 0. Matching the other powers gives c_(k+2) = c_k/(k+2)². All odd coefficients vanish, and the even ones are c_(2m) = c₀/[2² 4² … (2m)²] = c₀/[4^m (m!)²]. The series multiplying c₀ is the modified Bessel function of order zero,

I₀(x) = Σ (x/2)^(2m)/(m!)² = 1 + x²/4 + x⁴/64 + … (11)

A second-order equation has a second independent solution. To find it, write η = I₀(x) w(x). Since I₀ itself satisfies (9), the terms in w cancel, leaving

I₀ w″ + (2I₀′ + I₀/x) w′ = 0. (12)

Dividing by I₀w′ gives w″/w′ = −2I₀′/I₀ − 1/x, which integrates to w′ = C/(x I₀²). Near the center w behaves as C ln x. The film current through a small circle is 2πrK = (2π/R_s) xη′, and

xη′ = xI₀′w + C/I₀ → C as x → 0, (13)

because xI₀′ ≈ x²/2 suppresses the logarithm. A nonzero C would mean a finite current injected at the central point. There is no contact there, so C = 0 and w is constant. Fixing that constant by the value at the rim gives

η(r)/η(R) = i(r)/i(R) = I₀(r/λ)/I₀(R/λ). (14)

Since I₀(0) = 1, the function in (2) is f(a) = 1/I₀(a), and

U = 1 − 1/I₀(a), a = R√(R_s g). (15)

Every term in (11) is positive, so U rises steadily with a. At fixed g it does not depend on the applied voltage. If g is a tangent slope, changing the total current changes A_ct, and a changes with it.

**5. Currents at a prescribed total current**

A plating supply often fixes the total current, and hence the mean current density i_m. To connect i_m with i(R), write (9) for I₀ as (xI₀′)′ = xI₀ and integrate from 0 to a:

∫₀^a x I₀(x) dx = a I₁(a), I₁ ≡ I₀′. (16)

The mean over the disk is then

i_m = (2/R²) ∫₀^R i r dr = i(R) · [2/(a² I₀(a))] · a I₁(a) = i(R) · 2I₁(a)/[a I₀(a)]. (17)

Solving for the edge value, and dividing by I₀(a) for the center,

i(R) = i_m a I₀(a)/[2I₁(a)], i(0) = i_m a/[2I₁(a)]. (18)

The potential difference along the film follows from φ(0) − φ(R) = η(R) − η(0) and (4):

φ(0) − φ(R) = [i(R) − i(0)]/g. (19)

**6. Limits, and the range of the linear law**

*Small a.* Put y = a²/4. From (11), I₀ = 1 + y + y²/4 + …, so 1/I₀ = 1 − y + (1 − 1/4)y² − …, and

U = a²/4 − 3a⁴/64 + … (20)

The leading term has a direct meaning. For nearly uniform current, (7) gives K = i_m r/2, and the film drop is R_s i_m R²/4. Multiplying by g and dividing by i_m gives a²/4.

*Large a.* The average of cos^(2m)θ over 0 < θ < π is (2m)!/[4^m (m!)²]. Expanding the exponential below and averaging term by term therefore reproduces (11):

I₀(a) = (1/π) ∫₀^π exp(a cos θ) dθ. (21)

For large a the region near θ = 0 dominates. There cos θ ≈ 1 − θ²/2, and the Gaussian integral gives I₀(a) ≈ e^a/√(2πa). Thus

i(0)/i(R) ≈ √(2πa) e^(−a). (22)

Differentiation shows that I₁/I₀ → 1, so (18) gives i(R) ≈ i_m a/2. The total current πR²i_m then equals 2πRλ i(R): deposition is confined to a rim band of width about λ.

*Tafel kinetics.* Large nonuniformity implies a large spread of driving voltage, and a tangent may then fail. The opposite extreme, a bare interface far from equilibrium, can be solved in closed form. Let i = i₀ exp(η_s/b), where i₀ is the exchange current density, b = k_BT/(αe), and α is the cathodic transfer coefficient. Equations (6) and (7) still hold with η_s in place of η. Since η_s = b ln(i/i₀),

(1/r) d(r d ln i/dr)/dr = (R_s/b) i. (23)

Try i = i_c/(1 − βr²)², where i_c is the center value. Then r d ln i/dr = 4βr²/(1 − βr²). Its derivative is 8βr/(1 − βr²)², so the left side of (23) is 8β/(1 − βr²)². The equation is satisfied if 8β = R_s i_c/b.

With s = βR², averaging over the disk gives i_m = i_c/(1 − s). The Tafel slope at the mean current gives g = i_m/b, so the parameter (1) is

a² = R² R_s i_m/b = 8s/(1 − s). (24)

Hence 1/(1 − s) = 1 + a²/8, and since i(0)/i(R) = (1 − s)²,

i(0)/i(R) = 1/(1 + a²/8)² (Tafel, no series resistance). (25)

Its expansion is 1 − a²/4 + 3a⁴/64 − a⁶/128 + …, which agrees with 1/I₀ through order a⁴. The next Bessel term is −19a⁶/2304, against −18a⁶/2304 here. A tangent taken at the mean current is therefore accurate for moderate a even when the kinetics are exponential. At large a the two laws part: (25) falls as 64/a⁴, whereas (22) falls exponentially.

**7. Example: copper on a 300 mm wafer**

Take R = 15 cm, a 50 nm seed with resistivity 3 µΩ cm, and i_m = 10 mA/cm². A resistive plate with A_plate = 100 Ω cm² stands 0.3 cm from the wafer, in an electrolyte of conductivity κ = 0.05 S/cm. The exchange current density is 1 mA/cm², the cathodic and anodic transfer coefficients are 0.5 and 1.5, and T = 298.15 K. These are round values, chosen for illustration.

The sheet resistance is R_s = 3×10⁻⁶/(50×10⁻⁷) = 0.6 Ω/sq. The gap contributes 0.3/0.05 = 6 Ω cm². At the mean current the overpotential is 118 mV and the slope is close to b/i_m = 51.4 mV/(10 mA/cm²), or 5.14 Ω cm². Therefore

1/g = 100 + 6 + 5.1 = 111.1 Ω cm², g = 9.00 mS/cm²,
λ = 1/√(0.6 × 0.00900) = 13.6 cm, a = 15/13.6 = 1.10.

With I₀(a) = 1.328 and I₁(a) = 0.639, (15) and (18) give

U = 1 − 1/1.328 = 24.7%,
i(R) = 10 × 1.102 × 1.328/(2 × 0.639) = 11.45 mA/cm²,
i(0) = 8.6 mA/cm².

Relative to the mean, the same difference is 28%. By (19), the film drop is 2.824 mA/cm² × 111.1 Ω cm² = 314 mV. The leading estimate a²/4 gives 30.4%, and both terms of (20) give 23.5%.

As a test that uses no polar coordinates, the disk was replaced by a square network of resistors with spacing R/60, each node being connected to the solution through its share of g. The network also gives U = 24.67%, and its driving voltage differs from (14) by no more than about 2×10⁻⁵ of the rim value.

*Trench filling.* By Faraday's law the thickness grows at the rate iM/(2Fρ_m), with M the molar mass, ρ_m the density and two electrons per copper ion. This is 4.2 nm/s at the edge and 3.2 nm/s at the center. Suppose a trench closes by equal growth from both sidewalls at the local planar rate, and each wall must grow by 10 nm. At these initial rates, closure takes about 2.4 s at the edge and 3.2 s at the center, and the ratio of the times is I₀(a). The film thickens meanwhile, which evens out the current and brings the ratio slightly below this value. Additives that speed growth at the trench bottom change both times, and this model does not describe them.

*Choosing the seed.* To reach U = 10% with g and the resistivity held fixed, (15) requires a seed of 140 nm. Such a seed could itself close a narrow trench. Raising A_plate also lowers a, at the price of a higher cell voltage.

*Without series resistance.* Removing only the plate would leave the resistance of the electrolyte, which also evens out the current. The limiting case is a bare interface, with the resistances of plate, gap and bath all set to zero. At the same mean current, the tangent slope then gives a = 5.13. Equation (15) would predict i(0)/i(R) = 0.033, while (25) gives 0.054. The linear law is now wrong by about 40% relative to the Tafel ratio. The Tafel solution puts i_m(1 + a²/8) = 43 mA/cm² at the edge and 2.3 mA/cm² at the center. The center value is only about twice the exchange current density, so the Tafel form is marginal there; keeping the anodic term of the Butler–Volmer law changes the ratio to 0.053. With the plate in place, by contrast, the full Butler–Volmer law gives U = 24.66%, practically the linear value. There the curved part of the voltage belongs to an interface that supplies about 5% of the total area resistance.

*Sideways ionic flow.* The gap is itself a conducting sheet, of conductance κd = 0.05 × 0.3 = 0.015 S. The film potential varies along r, the gap potential partly follows it, and an ionic current flows outward in the gap until it meets the insulating wall at the rim, where it must enter the film. Split the gap resistance equally above and below its midplane. The area resistances to the two sides are then A_up = 103 and A_low = 8.1 Ω cm². Balancing sideways conduction against exchange with both sides gives the decay length

ℓ = √[κd/(1/A_up + 1/A_low)] = 0.34 cm. (26)

Solving the coupled film and gap equations with linear kinetics raises the edge current density from 11.4 to 13.1 mA/cm² and U from 24.7% to 34.5%. The change is concentrated near the rim: 2 cm inside it, the current density is 10.6 mA/cm², against 10.7 from (14). Since ℓ is close to the gap width, treating the gap as a thin sheet gives only the rough size of the rim peak.

*Film growth.* Equation (15) describes the start of plating. As metal is added, R_s falls. Let h₀ be the seed thickness, D the mean deposit so far and H its final value. At fixed g and resistivity, a² is proportional to 1/(h₀ + D). Averaging the leading term a²/4 over the deposit gives

U_dep ≈ (a²/4)(h₀/H) ln(1 + H/h₀), (27)

where a is the initial value. For H = 500 nm this is 0.304 × 0.1 × ln 11 = 7.3%. Averaging the full currents (18) instead gives 6.84% relative to the edge deposit. A simulation in which each ring thickens at its own rate, over 136 s of plating, also gives 6.84%.

The close agreement has a reason at leading order in a². There the excess deposit varies as r²/R² − 1/2, and the film current as r. The correction to the film drop is then proportional to ∫₀^R (r²/R² − 1/2) r dr = R²/4 − R²/4 = 0. The final thickness is thus far more even than the early filling, and a trench that closes in the first three seconds still experiences a U above 20%.

*Depletion and topography.* For an ion concentration of 0.6 mol/L, a diffusivity of 5×10⁻⁶ cm²/s and a diffusion layer of 50 µm, the limiting current density i_L, with migration of the ions in the electric field neglected, is 116 mA/cm². If the Tafel rate is proportional to the surface concentration, i = i₀(1 − i/i_L) exp(η_s/b), and the slope gains b/(i_L − i) = 0.49 Ω cm². This lowers U to 24.6%. The bare interface is less safe, because the edge current density found above without depletion exceeds a third of i_L.

A rough seed, or one that follows trench walls, offers a longer path. If this doubled R_s equally in all directions, U would rise to 41%. Parallel trenches lengthen the path across them but not along them, so this figure shows sensitivity and is not a prediction for a given pattern.

*Relation to a real plating cell.* The example represents a full-size wafer with a thin seed and a resistive plate; other plates, baths and seeds give other numbers. For these numbers, three assumptions matter: a constant, smooth film, strictly vertical ionic flow, and a uniform potential Φ above the plate. With vertical flow and constant resistivity, growth takes the nonuniformity from 25% in the initial current to 7% in the final deposit. Sideways flow in the gap adds about 10 percentage points to the initial U and raises the final value too, whereas a resistivity that falls as the film thickens lowers the final value. A doubled sheet resistance adds about 17 points to the initial U. A resistive bath above the plate acts the other way: Φ is lower where the current is larger, which can reduce U by several percentage points. With the plate present and the ionic flow strictly vertical, kinetic curvature and ion depletion each move U by 0.1 percentage point or less; sideways flow makes the rim more sensitive to both. The full set of values is in the numerical output below.

Computed results

```
wafer radius: 15 cm
seed thickness: 50 nm
film resistivity: 3 uohm cm
mean current density: 10 mA/cm2
plate area resistance: 100 ohm cm2
gap width: 0.3 cm
electrolyte conductivity: 0.05 S/cm
exchange current density: 1 mA/cm2
cathodic transfer coefficient: 0.5
anodic transfer coefficient: 1.5
temperature: 298.15 K
thermal voltage: 25.69 mV
sheet resistance: 0.6 ohm/sq
overpotential at mean current: 118.3 mV
charge-transfer area resistance: 5.136 ohm cm2
gap area resistance: 6 ohm cm2
total area resistance: 111.1 ohm cm2
conductance g: 8.998 mS/cm2
decay length lambda: 13.61 cm
a = R/lambda: 1.102
I0(a): 1.328
I1(a): 0.6391
nonuniformity U: 24.67 %
square network U: 24.67 %
largest network profile error: 2.1e-05
small-a estimate a^2/4: 30.37 %
two-term small-a estimate: 23.45 %
edge current density: 11.45 mA/cm2
center current density: 8.623 mA/cm2
total current: 7.069 A
film drop center to edge: 313.9 mV
edge growth rate: 4.21 nm/s
center growth rate: 3.17 nm/s
seed thickness for U = 10 %: 140 nm
Butler-Volmer with plate, U: 24.66 %
bare interface a: 5.126
bare center/edge, linearized: 0.0328
bare center/edge, Tafel: 0.0545
gap flow: edge current: 13.1 mA/cm2
gap flow: center current: 8.57 mA/cm2
gap flow: U: 34.5 %
gap flow: edge-layer length: 0.34 cm
2 cm inside rim, with gap flow: 10.62 mA/cm2
2 cm inside rim, Bessel law: 10.7 mA/cm2
mean deposited thickness: 500 nm
plating time: 136 s
deposit nonuniformity, simulated: 6.84 %
deposit nonuniformity, Bessel average: 6.84 %
ion diffusivity: 5e-06 cm2/s
copper ion concentration: 0.6 mol/L
diffusion layer thickness: 50 um
limiting current density: 116 mA/cm2
depletion area resistance: 0.49 ohm cm2
U with ion depletion: 24.59 %
U with doubled sheet resistance: 41.39 %
```
